# Dipole Force and Its Heating from Dressed-State Energies and Populations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the mean force

### The situation

An atom at rest sits between a node and an antinode of a standing light wave tuned below its resonance. In weak light the ground state is lowered by an amount proportional to the intensity, and the atom is pulled towards the antinode. In strong light the atom is often excited, and the excited state is shifted the opposite way, so the pull cannot keep growing in proportion to the intensity gradient. Two questions follow. What is the mean force once excitation matters? And how much does the force fluctuate, since spontaneous emission keeps moving the atom between states that are pushed in opposite directions?

The atom has a ground state $|g\rangle$ and an excited state $|e\rangle$, separated by $\hbar\omega_0$, and the excited state decays at the rate $\Gamma$. The light has frequency $\omega_L$ and couples the states with a real Rabi frequency $\Omega(x)$. The detuning is

$$\Delta=\omega_L-\omega_0 ,$$

negative for light below resonance. A real $\Omega(x)$ means that the field has an amplitude gradient but no phase gradient, so there is no radiation pressure. The position $x$ is treated as a given number: the atom is localized well within a wavelength and moves little while its internal state relaxes. A prime denotes $d/dx$.

### The Hamiltonian and the force operator

The amplitudes $c_g$ and $c_e$, with the ground-state energy as zero, obey

$$i\dot c_e=\omega_0c_e+\Omega\cos(\omega_Lt)\,c_g,\qquad i\dot c_g=\Omega\cos(\omega_Lt)\,c_e .$$

Put $c_e=e^{-i\omega_Lt}b$. Then $i\dot c_e=e^{-i\omega_Lt}(i\dot b+\omega_Lb)$, and the first equation becomes

$$i\dot b=-\Delta\,b+\tfrac{\Omega}{2}\left(1+e^{2i\omega_Lt}\right)c_g .$$

The term oscillating at $2\omega_L$ averages out when $\Omega$ and $|\Delta|$ are far below $\omega_L$. It is dropped here, and likewise in the equation for $c_g$. What remains is generated by

$$H=-\hbar\Delta\,|e\rangle\langle e|+\frac{\hbar\Omega(x)}{2}\,X,\qquad X=|e\rangle\langle g|+|g\rangle\langle e| .$$

The equation of motion $\dot p=-\partial H/\partial x$ gives the force operator

$$\hat F=-\frac{\hbar\Omega'}{2}\,X .$$

The recoil of spontaneously emitted photons has zero mean, because opposite directions are equally likely. Its fluctuations are estimated in the second half.

### Simplest case: no emission

Without decay, an atom placed in an eigenstate of $H$ stays there. The matrix of $H/\hbar$ has trace $-\Delta$ and determinant $-\Omega^2/4$, so its eigenvalues solve $\epsilon^2+\Delta\epsilon-\Omega^2/4=0$:

$$E_\pm=-\frac{\hbar\Delta}{2}\pm\frac{\hbar G}{2},\qquad G=\sqrt{\Omega^2+\Delta^2} .$$

These are the dressed energies. Each stands for a ladder of levels spaced by $\hbar\omega_L$, one for each number of laser photons; the rotating frame removes that spacing.

To find the states, write $Z=|g\rangle\langle g|-|e\rangle\langle e|$. Since $|e\rangle\langle e|=(1-Z)/2$,

$$H=-\frac{\hbar\Delta}{2}+\frac{\hbar}{2}(\Delta Z+\Omega X)
=-\frac{\hbar\Delta}{2}+\frac{\hbar G}{2}(\cos2\theta\,Z+\sin2\theta\,X),$$

$$\cos2\theta=\frac{\Delta}{G},\qquad \sin2\theta=\frac{\Omega}{G} .$$

The eigenstates are

$$|+\rangle=\cos\theta|g\rangle+\sin\theta|e\rangle,\qquad
|-\rangle=-\sin\theta|g\rangle+\cos\theta|e\rangle .$$

As a check, the $g$ component of $(\cos2\theta Z+\sin2\theta X)|+\rangle$ is $\cos2\theta\cos\theta+\sin2\theta\sin\theta=\cos\theta$. The $e$ component is $\sin2\theta\cos\theta-\cos2\theta\sin\theta=\sin\theta$. The eigenvalue is therefore $+1$, and the orthogonal state has $-1$.

**Weak-field limit.** For $\Delta<0$ the ground state connects to $|-\rangle$, and for $\Delta>0$ to $|+\rangle$. In both cases its energy is

$$\frac{\hbar}{2}\left(-\Delta+\frac{\Delta}{|\Delta|}G\right)\approx\frac{\hbar\Omega^2}{4\Delta},$$

because $G\approx|\Delta|+\Omega^2/(2|\Delta|)$. This is the familiar light shift, attractive towards high intensity for $\Delta<0$. A result that includes emission must reduce to it when the light is weak and $|\Delta|\gg\Gamma$.

### Adding emission: jumps between dressed states

With $S=|g\rangle\langle e|$, the density matrix obeys

$$\dot\rho=-\frac{i}{\hbar}[H,\rho]+\Gamma\left(S\rho S^\dagger-\tfrac12S^\dagger S\rho-\tfrac12\rho S^\dagger S\right).$$

Coherences between $|+\rangle$ and $|-\rangle$ rotate at the frequency $G$, while decay feeds them at rates of order $\Gamma$. For $G\gg\Gamma$ they stay small and are dropped for now; this is the secular approximation. The commutator does not change the populations $\Pi_\pm$ of the eigenstates of $H$. Inserting a complete set of states in $\langle+|S^\dagger S|+\rangle=\sum_j|\langle j|S|+\rangle|^2$ cancels the jumps from $|+\rangle$ to itself, which leaves

$$\dot\Pi_+=R_\uparrow\Pi_--R_\downarrow\Pi_+,$$

$$R_\downarrow=\Gamma|\langle-|g\rangle\langle e|+\rangle|^2=\Gamma\sin^4\theta,\qquad
R_\uparrow=\Gamma|\langle+|g\rangle\langle e|-\rangle|^2=\Gamma\cos^4\theta .$$

An upward jump costs no energy overall: the emitted photon has the frequency $\omega_L-G$, and the ladder supplies $\omega_L$. In the steady state $R_\uparrow\Pi_-=R_\downarrow\Pi_+$, so

$$\Pi_+=\frac{\cos^4\theta}{\cos^4\theta+\sin^4\theta},\qquad
\Pi_-=\frac{\sin^4\theta}{\cos^4\theta+\sin^4\theta}.$$

For the difference, use $\cos^4\theta-\sin^4\theta=\cos2\theta$ and

$$\cos^4\theta+\sin^4\theta=1-2\sin^2\theta\cos^2\theta=1-\tfrac12\sin^22\theta=\frac{2\Delta^2+\Omega^2}{2G^2} .$$

Hence

$$\Pi_+-\Pi_-=\frac{2\Delta G}{2\Delta^2+\Omega^2}.$$

**Limits.** For $\Omega\to0$ this tends to $\Delta/|\Delta|$: the whole population is in the state that connects to $|g\rangle$. For $\Omega\gg|\Delta|$ it tends to $2\Delta/\Omega$, and the two populations become nearly equal.

**Numbers.** Take $\Omega(x)=\Omega_0\cos kx$ with $\Delta=-20\,\Gamma$, $\Omega_0=80\,\Gamma$ and $kx=\pi/4$. Then $\Omega=56.57\,\Gamma$ and $G=\sqrt{3200+400}\,\Gamma=60\,\Gamma$. The dressed energies are $10\pm30$, that is $40$ and $-20$ in units of $\hbar\Gamma$. The population difference is $2(-20)(60)/(800+3200)=-0.6$, so $\Pi_+=0.2$ and $\Pi_-=0.8$.

### The force from energies and populations

Differentiating $E_i=\langle i|H|i\rangle$ gives $\langle i|H'|i\rangle+E_i(\langle i|i\rangle)'$. The last term vanishes because the norm is fixed, so the force in a dressed state is

$$f_i=\langle i|\hat F|i\rangle=-E_i',\qquad f_\pm=\mp\frac{\hbar G'}{2},\qquad G'=\frac{\Omega\Omega'}{G} .$$

The mean force is the population average:

$$F_{\rm sec}=-\sum_i\Pi_iE_i'=-\frac{\hbar G'}{2}(\Pi_+-\Pi_-)
=-\frac{\hbar\Omega\Omega'}{2G}\,\frac{2\Delta G}{2\Delta^2+\Omega^2}
=-\frac{\hbar\Delta\,\Omega\Omega'}{2\Delta^2+\Omega^2}.$$

Since $(2\Delta^2+\Omega^2)'=2\Omega\Omega'$, the right side is $-(\hbar\Delta/2)$ times a logarithmic derivative. With the potential set to zero where $\Omega=0$,

$$U_{\rm sec}=\frac{\hbar\Delta}{2}\ln(1+s_0),\qquad s_0=\frac{\Omega^2}{2\Delta^2}.$$

For $s_0\ll1$ this is $\hbar\Delta s_0/2=\hbar\Omega^2/(4\Delta)$, the light shift found without emission. At large $s_0$ the potential grows only logarithmically, because the nearly equal populations let the two opposite forces almost cancel.

In the example $\Omega'=-56.57\,k\Gamma$, so $G'=-3200/60=-53.33\,k\Gamma$. The forces are $f_+=26.67$ and $f_-=-26.67$ in units of $\hbar k\Gamma$, and the mean is $0.2(26.67)-0.8(26.67)=-16.00$. The sign points to the antinode at $x=0$, as it should for $\Delta<0$.

### The potential is not the mean dressed energy

The mean dressed energy is

$$\bar E=\sum_i\Pi_iE_i=-\frac{\hbar\Delta}{2}+\frac{\hbar G}{2}\,\frac{2\Delta G}{2\Delta^2+\Omega^2}
=\frac{\hbar\Delta}{2}\,\frac{2G^2-2\Delta^2-\Omega^2}{2\Delta^2+\Omega^2}
=\frac{\hbar\Delta}{2}\,\frac{s_0}{1+s_0}.$$

It stays below $\hbar|\Delta|/2$ in size, while $U_{\rm sec}$ has no bound. The two differ because

$$d\bar E=\sum_i\Pi_i\,dE_i+\sum_iE_i\,d\Pi_i=dU_{\rm sec}+\hbar G\,d\Pi_+ ,$$

where $d\Pi_-=-d\Pi_+$ was used. The last term has a direct meaning. To raise $\Pi_+$ by $d\Pi_+$, that many upward jumps must occur in excess of downward ones. Each emits a photon with an energy $\hbar G$ below $\hbar\omega_L$ and leaves $\hbar G$ behind. The potential therefore records the work of the mean force during slow motion, not the stored energy. At the example point $U_{\rm sec}=-10\ln5\,\hbar\Gamma=-16.09\,\hbar\Gamma$, but $\bar E=-8.00\,\hbar\Gamma$.

### Restoring the linewidth

The usual saturation parameter contains $\Gamma^2/4$, which dressed populations in the secular approximation cannot supply. To find its origin, keep all elements of $\rho$. Define $x_b=\langle X\rangle$, $y_b=\langle Y\rangle$ and $z_b=\langle Z\rangle$, with $Y=i|e\rangle\langle g|-i|g\rangle\langle e|$. Then $\rho_{ge}=(x_b-iy_b)/2$ and $\rho_{ee}=(1-z_b)/2$. The matrix elements of the master equation are

$$\dot\rho_{ge}=-i\Delta\rho_{ge}+\frac{i\Omega}{2}z_b-\frac{\Gamma}{2}\rho_{ge},\qquad
\dot\rho_{ee}=-\frac{\Omega}{2}y_b-\Gamma\rho_{ee}.$$

Separating real and imaginary parts gives

$$\dot x_b=-\Delta y_b-\tfrac{\Gamma}{2}x_b,\quad
\dot y_b=\Delta x_b-\Omega z_b-\tfrac{\Gamma}{2}y_b,\quad
\dot z_b=\Omega y_b-\Gamma(z_b-1).$$

In the steady state the first equation gives $x_b=-2\Delta y_b/\Gamma$. The second then reads $-(2/\Gamma)(\Delta^2+\Gamma^2/4)y_b=\Omega z_b$. With

$$L=\Delta^2+\frac{\Gamma^2}{4},\qquad s=\frac{\Omega^2}{2L},\qquad M=L+\frac{\Omega^2}{2}=L(1+s),$$

this is $y_b=-\Gamma\Omega z_b/(2L)$. The third equation becomes $z_b=1-sz_b$. Therefore

$$z_b=\frac{L}{M},\qquad x_b=\frac{\Delta\Omega}{M},\qquad y_b=-\frac{\Gamma\Omega}{2M}.$$

Because $M'=\Omega\Omega'$, the mean force is

$$F=-\frac{\hbar\Omega'}{2}x_b=-\frac{\hbar\Delta}{2}\frac{M'}{M},\qquad
U=\frac{\hbar\Delta}{2}\ln(1+s).$$

This holds for any ratio $G/\Gamma$ within the model.

### Where the extra term sits in the dressed picture

Let $P=|+\rangle\langle+|-|-\rangle\langle-|$ and $Q=|+\rangle\langle-|+|-\rangle\langle+|$. Inserting the states gives $P=\cos2\theta Z+\sin2\theta X$ and $Q=\cos2\theta X-\sin2\theta Z$, so $X=\sin2\theta P+\cos2\theta Q$. The steady averages are

$$\langle P\rangle=\frac{\Delta L+\Omega\,\Delta\Omega}{GM}=\frac{\Delta(L+\Omega^2)}{GM},\qquad
\langle Q\rangle=\frac{\Delta^2\Omega-\Omega L}{GM}=-\frac{\Omega\Gamma^2}{4GM}.$$

The force splits into a population part and a coherence part:

$$F=-\frac{\hbar\Delta\Omega\Omega'(L+\Omega^2)}{2G^2M}+\frac{\hbar\Delta\Omega\Omega'\Gamma^2}{8G^2M}.$$

Their sum contains $L+\Omega^2-\Gamma^2/4=G^2$, which restores the force above. The coherence $y_b$ is of first order in $\Gamma$, but $\hat F$ has no $Y$ component, so the correction to the force begins at second order. Dividing the secular force by the full one gives

$$\frac{F_{\rm sec}}{F}=\frac{M}{\Delta^2+\Omega^2/2}=1+\frac{\Gamma^2/4}{\Delta^2+\Omega^2/2}.$$

Since $\Delta^2+\Omega^2/2\ge G^2/2$, the excess relative to the full force is at most $\Gamma^2/(2G^2)$.

In the example the parts are $-15.999$ and $0.001$, with the sum $-15.998\,\hbar k\Gamma$, against the secular $-16.000$. The well depth between node and antinode, where $s=7.995$, is $10\ln(8.995)=21.97\,\hbar\Gamma$. Integrating the steady force of the master equation along the path gives the same depth. The force formulas were also tested against the master equation and numerical diagonalization for four parameter sets, with both signs of $\Delta$ and some with $G$ only a few times $\Gamma$ or less.

## Second half: the fluctuations and the heating

### What is carried over

The atom is at rest at $x$ in light of real Rabi frequency $\Omega(x)$, detuning $\Delta=\omega_L-\omega_0$ and decay rate $\Gamma$. The abbreviations are $G=\sqrt{\Omega^2+\Delta^2}$, $L=\Delta^2+\Gamma^2/4$, $M=L+\Omega^2/2$, $s=\Omega^2/(2L)$ and $s_0=\Omega^2/(2\Delta^2)$. The force operator is $\hat F=-(\hbar\Omega'/2)X$, and the mean force derives from $U=(\hbar\Delta/2)\ln(1+s)$.

In the dressed states the force is $f_\pm=\mp\hbar G'/2$ with $G'=\Omega\Omega'/G$. Jumps occur at the rates $R_\downarrow=\Gamma\sin^4\theta$ and $R_\uparrow=\Gamma\cos^4\theta$, where $\sin2\theta=\Omega/G$, and the steady populations are $\Pi_+=R_\uparrow/R$ and $\Pi_-=R_\downarrow/R$ with $R=R_\uparrow+R_\downarrow$. The steady Bloch components are $x_b=\Delta\Omega/M$, $y_b=-\Gamma\Omega/(2M)$ and $z_b=L/M$.

### From a fluctuating force to momentum diffusion

The momentum received in a time $t$ is $\delta p=\int_0^tF(t_1)\,dt_1$. If $C(\tau)$ is the covariance of the force at two times separated by $\tau$, then

$$\mathrm{Var}\,\delta p=\int_0^t\!\!\int_0^tC(t_1-t_2)\,dt_1dt_2=2\int_0^t(t-\tau)\,C(\tau)\,d\tau .$$

The second form collects the pairs with a given separation and uses $C(-\tau)=C(\tau)$. Once $t$ is much longer than the correlation time, the term with $\tau$ in the bracket no longer grows, and

$$\frac{d}{dt}\mathrm{Var}\,\delta p=2D,\qquad D=\int_0^\infty C(\tau)\,d\tau .$$

### Simplest case: a force with two values

For $G\gg\Gamma$ the atom can be pictured as being in one dressed state at a time, with the force switching at each jump that changes the state. Let $n=1$ in $|+\rangle$ and $n=0$ in $|-\rangle$, so that the force is $f_-+(f_+-f_-)n$.

The rate equation $\dot\Pi_+=R_\uparrow(1-\Pi_+)-R_\downarrow\Pi_+$ relaxes any deviation at the rate $R$. An atom known to be in $|+\rangle$ at time zero is therefore in $|+\rangle$ at time $\tau$ with probability $\Pi_++\Pi_-e^{-R\tau}$, where $\Pi_\pm$ now denote steady values. The covariance of $n$ is

$$\Pi_+\left(\Pi_++\Pi_-e^{-R\tau}\right)-\Pi_+^2=\Pi_+\Pi_-e^{-R\tau}.$$

Multiplying by $(f_+-f_-)^2=(\hbar G')^2$ and integrating over $\tau$ gives

$$D_{\rm jump}=(\hbar G')^2\,\frac{\Pi_+\Pi_-}{R}.$$

The three factors are the squared separation of the forces, the uncertainty about which one acts, and the time for which it persists.

To express this through the field, insert the rates:

$$\frac{\Pi_+\Pi_-}{R}=\frac{\sin^4\theta\cos^4\theta}{\Gamma(\sin^4\theta+\cos^4\theta)^3}.$$

The numerator is $\sin^42\theta/16=\Omega^4/(16G^4)$. The sum in the denominator is $1-\frac12\sin^22\theta=(2\Delta^2+\Omega^2)/(2G^2)$, whose inverse cube supplies $8G^6/(2\Delta^2+\Omega^2)^3$. Hence

$$D_{\rm jump}=\frac{\hbar^2\Omega^2\Omega'^2}{G^2}\,\frac{\Omega^4}{16G^4}\,\frac{8G^6}{\Gamma(2\Delta^2+\Omega^2)^3}
=\frac{\hbar^2\Omega'^2}{2\Gamma}\left(\frac{\Omega^2}{2\Delta^2+\Omega^2}\right)^3 .$$

All powers of $G$ cancel. Dividing numerator and denominator of the bracket by $2\Delta^2$ gives

$$D_{\rm jump}=\frac{\hbar^2\Omega'^2}{2\Gamma}\left(\frac{s_0}{1+s_0}\right)^3 .$$

We now have the mean force and its potential for any ratio $G/\Gamma$ within the model, and the momentum diffusion that comes from jumps between dressed states. What remains is to examine the limits of this jump result, include the noise it leaves out, and estimate the emission recoil and the heating.

Numerical values quoted here were computed with a short program.
